# How deep is the deepest of N exponential band-tail states?: verification in Python

```python
"""Deepest of N independent states in an exponential band tail.

Result under test: if depths e >= 0 have density exp(-e/W)/W, the deepest of
N has its most probable depth at W ln N, mean W*sum(1/k), variance
W^2*sum(1/k^2), and distribution function (1-exp(-x/W))^N.
W: tail width (meV); N: number of states; depths in tests are in units of W.
Example: small amorphous In-Ga-Zn-O channel with rough typical parameters.
Lengths are in nm and energies in meV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma
from scipy.stats import expon, norm, poisson

rng = np.random.default_rng(7)

# Input parameters
width = 20.0
edge_density_cm = 1e20       # tail states per cm^3 per eV at the edge
background_cm = 1e16         # deep defects per cm^3 per eV
background_range = 1000.0    # background extends to this depth
length, breadth, thickness = 50.0, 50.0, 10.0
mass_ratio, permittivity = 0.34, 10.0
per_cm3_eV = 1e-21 * 1e-3    # converts to per nm^3 per meV
edge_density = edge_density_cm * per_cm3_eV
background = background_cm * per_cm3_eV
volume = length * breadth * thickness

# Number of states, from the integral of the density of states
expected_count = edge_density * width * volume
integral = quad(lambda e: edge_density * np.exp(-e / width), 0, 40 * width)[0]
assert abs(integral * volume / expected_count - 1) < 1e-8
N = int(round(expected_count))
assert abs(N - expected_count) < 1e-6
log_n = np.log(N)

# Direct sampling of many channels
trials = 200000
depths = rng.exponential(size=(trials, N))
ordered = np.partition(depths, N - 2, axis=1)
deepest = ordered[:, -1].copy()
gap = deepest - ordered[:, -2]
del ordered


def quantile(p, n):
    """Depth, in units of W, below which the deepest state lies with chance p."""
    return -np.log(1 - p ** (1 / n))


for p in (0.1, 0.5, 0.9):
    fraction = np.mean(deepest < quantile(p, N))
    assert abs(fraction - p) < 5 * np.sqrt(p * (1 - p) / trials)
number_beyond = np.mean(np.sum(depths > log_n, axis=1))
assert abs(number_beyond - 1) < 5 / np.sqrt(trials)

# Most probable depth, by maximizing the density built from its definition
def minus_log_density(x):
    cumulative = quad(lambda t: np.exp(-t), 0, x)[0]
    return x - (N - 1) * np.log(cumulative)


peak = minimize_scalar(minus_log_density, bounds=(0.1, 20), method="bounded",
                       options={"xatol": 1e-9}).x
assert abs(peak - log_n) < 1e-4

# Mean and variance by quadrature against the harmonic sums
k = np.arange(1, N + 1)
mean_depth, variance = np.sum(1 / k), np.sum(1 / k**2)
survival = lambda x: 1 - (1 - np.exp(-x)) ** N
first = quad(survival, 0, 60, limit=200)[0]
second = quad(lambda x: 2 * x * survival(x), 0, 60, limit=200)[0]
assert abs(first - mean_depth) < 1e-6
assert abs(second - first**2 - variance) < 1e-5
assert abs(mean_depth - log_n - np.euler_gamma - 1 / (2 * N)) < 1 / N**2
spread = np.sqrt(variance)

# Gap from the deepest to the second deepest state: exponential, mean W
assert abs(gap.mean() - 1) < 5 / np.sqrt(trials)
assert abs(np.mean(gap > 1) - np.exp(-1)) < 5 * 0.5 / np.sqrt(trials)

# Growth with ln N, from sampled medians; tolerance is five standard errors
def sampled_median(n):
    parts = [rng.exponential(size=(400, n)).max(axis=1) for _ in range(10)]
    return np.median(np.concatenate(parts))


slope = (sampled_median(10000) - sampled_median(100)) / np.log(100)
assert abs(slope - 1) < 0.035

# Large-N form and the size of its error
big = 5000
x_grid = np.linspace(0, 25, 100001)
def limit_error(n):
    exact = (1 - np.exp(-x_grid)) ** n
    return np.max(np.abs(exact - np.exp(-n * np.exp(-x_grid))))


assert abs(big * limit_error(big) / (2 * np.exp(-2)) - 1) < 0.01

# Poisson number of states: explicit sum over the number present
counts = np.arange(0, 400)
for x in (0.5, log_n, 6.0):
    summed = np.sum(poisson.pmf(counts, N) * (1 - np.exp(-x)) ** counts)
    assert abs(summed - np.exp(-N * np.exp(-x))) < 1e-10
median = quantile(0.5, N)
poisson_median = log_n - np.log(np.log(2))

# Squaring N: exponential tail against Gaussian tail
ratio_exponential = expon.isf(1e-6) / expon.isf(1e-3)
ratio_gaussian = norm.isf(0.5e-6) / norm.isf(0.5e-3)
assert abs(ratio_exponential - 2) < 1e-9
assert abs(ratio_gaussian - np.sqrt(2)) < 0.1

# Halving the number of independent states lowers the depth by about W ln 2
half_median = np.median(depths[:, :N // 2].max(axis=1))
assert abs(np.median(deepest) - half_median - np.log(2)) < 0.03

# Defect background: estimate at the typical depth against full sampling
typical = width * log_n
background_mean = background * volume * background_range
beyond = background * volume * (background_range - typical)
chance_estimate = 1 - np.exp(-beyond)
present = rng.poisson(background_mean, trials)
places = rng.uniform(0, background_range, (trials, present.max()))
places[np.arange(present.max())[None, :] >= present[:, None]] = -1
chance_sampled = np.mean(places.max(axis=1) > width * deepest)
assert abs(chance_estimate - chance_sampled) < 0.01
crossover = width * np.log(edge_density / background)
root = brentq(lambda e: edge_density * np.exp(-e / width) - background,
              0, background_range)
assert abs(root - crossover) < 1e-6

# Nearest neighbour distance and Coulomb energy of one charge there
tail_density = edge_density * width
neighbour = gamma(4 / 3) * (4 * np.pi * tail_density / 3) ** (-1 / 3)
check = quad(lambda r: np.exp(-4 * np.pi * tail_density * r**3 / 3), 0, 40)[0]
assert abs(check / neighbour - 1) < 1e-6
coulomb = (const.e / (4 * np.pi * const.epsilon_0 * permittivity
                      * neighbour * 1e-9)) * 1e3

# Confinement energy of the film, hard walls, against a finite-difference grid
kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e21
confinement = kinetic * (np.pi / thickness) ** 2
points = 400
step = thickness / (points + 1)
lowest = eigh_tridiagonal(np.full(points, 2 * kinetic / step**2),
                          np.full(points - 1, -kinetic / step**2),
                          select="i", select_range=(0, 0))[0][0]
assert abs(lowest / confinement - 1) < 1e-4

# Two equally deep zero-range wells: decay constant of the bonding state
decay = np.sqrt(typical / kinetic)
bonded = brentq(lambda q: q - decay - np.exp(-q * neighbour) / neighbour,
                decay, decay + 1 / neighbour)
h = 1e-5
other = np.hypot(h, neighbour)
r_psi = np.exp(-bonded * h) + h * np.exp(-bonded * other) / other
assert abs((r_psi - 1) / h + decay) < 1e-4
hybrid_shift = kinetic * (bonded**2 - decay**2)

# Share of one electron's thermal occupation held by the deepest state
def thermal_share(temperature):
    kt = const.k * temperature / const.e * 1e3
    band = volume * (kt / (4 * np.pi * kinetic)) ** 1.5
    line = quad(lambda q: np.exp(-kinetic * q * q / kt), -np.inf, np.inf)[0]
    assert abs(volume * (line / (2 * np.pi)) ** 3 / band - 1) < 1e-6
    a = width / kt
    total = np.exp(a * (depths - deepest[:, None])).sum(axis=1)
    total += band * np.exp(-a * deepest)
    return kt, band, np.mean(1 / total)


kt_300, band_300, share_300 = thermal_share(300.0)
kt_77, band_77, share_77 = thermal_share(77.0)
assert share_77 > 0.5 > share_300

# Ten per cent wider tail at the same edge density
wider = 1.1 * width
wider_shift = wider * np.log(edge_density * wider * volume) - typical

# Large channel of the same film
large_side = 10000.0
large_volume = large_side**2 * thickness
large_n = edge_density * width * large_volume
large_typical = width * np.log(large_n)
large_beyond = background * large_volume * (background_range - large_typical)
assert large_typical > crossover > typical

print(f"tail width W: {width:.1f} meV")
print(f"tail density at edge: {edge_density_cm:.1e} cm^-3 eV^-1")
print(f"channel: {length:.0f} x {breadth:.0f} x {thickness:.0f} nm")
print(f"channel volume: {volume * 1e-21:.2e} cm^3")
print(f"tail states per volume: {tail_density * 1e21:.2e} cm^-3")
print(f"number of tail states N: {N}")
print(f"ln N: {log_n:.3f}")
print(f"typical (most probable) depth W ln N: {typical:.1f} meV")
print(f"same in eV: {typical / 1e3:.4f} eV")
print(f"peak found numerically: {width * peak:.1f} meV")
print(f"median depth: {width * median:.1f} meV")
print(f"mean depth: {width * mean_depth:.1f} meV")
print(f"sampled mean depth: {width * deepest.mean():.1f} meV")
print(f"standard deviation: {width * spread:.1f} meV")
print(f"standard deviation / mean: {spread / mean_depth:.3f}")
print(f"10% quantile: {width * quantile(0.1, N):.1f} meV")
print(f"90% quantile: {width * quantile(0.9, N):.1f} meV")
print(f"sampled number deeper than W ln N: {number_beyond:.3f}")
print(f"sampled mean gap to second state: {width * gap.mean():.1f} meV")
print(f"sampled slope of median per ln N, over W: {slope:.3f}")
print(f"largest error of large-N law at this N: {limit_error(N):.4f}")
print(f"depth ratio, N 1e3 to 1e6, exponential: {ratio_exponential:.3f}")
print(f"depth ratio, N 1e3 to 1e6, Gaussian: {ratio_gaussian:.3f}")
print(f"median shift, Poisson N: {width * (poisson_median - median):.2f} meV")
print(f"depth lost if N is halved: {width * np.log(2):.1f} meV")
print(f"depth gained if W is 10% larger: {wider_shift:.1f} meV")
print(f"defect background: {background_cm:.1e} cm^-3 eV^-1")
print(f"background reaches to depth: {background_range / 1e3:.1f} eV")
print(f"mean number of background states: {background_mean:.3f}")
print(f"chance background is deepest, estimate: {chance_estimate:.3f}")
print(f"chance background is deepest, sampled: {chance_sampled:.3f}")
print(f"depth where background equals tail: {crossover:.1f} meV")
print(f"relative permittivity: {permittivity:.1f}")
print(f"effective mass / electron mass: {mass_ratio:.2f}")
print(f"mean nearest-neighbour distance: {neighbour:.2f} nm")
print(f"Coulomb energy at that distance: {coulomb:.1f} meV")
print(f"film confinement energy: {confinement:.1f} meV")
print(f"decay length at typical depth: {1 / decay:.2f} nm")
print(f"shift by equally deep neighbour: {hybrid_shift:.2f} meV")
print(f"kT at 300 K: {kt_300:.2f} meV")
print(f"kT at 77 K: {kt_77:.2f} meV")
print(f"effective band orbitals in channel, 300 K: {band_300:.1f}")
print(f"effective band orbitals in channel, 77 K: {band_77:.1f}")
print(f"mean share in deepest state, 300 K: {share_300:.3f}")
print(f"mean share in deepest state, 77 K: {share_77:.3f}")
print(f"large channel side: {large_side / 1e3:.0f} um")
print(f"large channel N: {large_n:.2e}")
print(f"large channel W ln N: {large_typical:.1f} meV")
print(f"large channel background states deeper: {large_beyond:.0f}")
print("every check passed")
```

Output:

```
tail width W: 20.0 meV
tail density at edge: 1.0e+20 cm^-3 eV^-1
channel: 50 x 50 x 10 nm
channel volume: 2.50e-17 cm^3
tail states per volume: 2.00e+18 cm^-3
number of tail states N: 50
ln N: 3.912
typical (most probable) depth W ln N: 78.2 meV
same in eV: 0.0782 eV
peak found numerically: 78.2 meV
median depth: 85.7 meV
mean depth: 90.0 meV
sampled mean depth: 90.0 meV
standard deviation: 25.5 meV
standard deviation / mean: 0.283
10% quantile: 62.0 meV
90% quantile: 123.3 meV
sampled number deeper than W ln N: 0.997
sampled mean gap to second state: 20.0 meV
sampled slope of median per ln N, over W: 1.001
largest error of large-N law at this N: 0.0054
depth ratio, N 1e3 to 1e6, exponential: 2.000
depth ratio, N 1e3 to 1e6, Gaussian: 1.487
median shift, Poisson N: -0.14 meV
depth lost if N is halved: 13.9 meV
depth gained if W is 10% larger: 9.9 meV
defect background: 1.0e+16 cm^-3 eV^-1
background reaches to depth: 1.0 eV
mean number of background states: 0.250
chance background is deepest, estimate: 0.206
chance background is deepest, sampled: 0.204
depth where background equals tail: 184.2 meV
relative permittivity: 10.0
effective mass / electron mass: 0.34
mean nearest-neighbour distance: 4.40 nm
Coulomb energy at that distance: 32.8 meV
film confinement energy: 11.1 meV
decay length at typical depth: 1.20 nm
shift by equally deep neighbour: 1.06 meV
kT at 300 K: 25.85 meV
kT at 77 K: 6.64 meV
effective band orbitals in channel, 300 K: 62.2
effective band orbitals in channel, 77 K: 8.1
mean share in deepest state, 300 K: 0.172
mean share in deepest state, 77 K: 0.759
large channel side: 10 um
large channel N: 2.00e+06
large channel W ln N: 290.2 meV
large channel background states deeper: 7098
every check passed
```
